\section*{Why free carriers mix light: Kane and graphene bands versus parabolic ones}

\section{Two beams and a gas of electrons}

Two infrared beams of frequencies $\omega_1$ and $\omega_2$ enter a narrow-gap semiconductor such as InSb, doped with electrons. Neither beam has enough photon energy to lift an electron across the gap. The conduction electrons swing back and forth, and radiation appears at $2\omega_1-\omega_2$. A current at that frequency must be at least cubic in the field.

This is puzzling if the electrons are pictured as free particles with an effective mass. A bound electron responds nonlinearly because its restoring force is not harmonic, but a free carrier has no restoring force. What, then, is anharmonic about it? The answer is its kinetic energy. In a parabolic band velocity is proportional to momentum, and a uniform field produces a linear current. In a Kane band velocity lags behind momentum, and the current is distorted.

The algebra uses atomic units, $\hbar=m_e=e=1$ and $\varepsilon_0=1/4\pi$, with electron charge $-1$. The field is uniform and points along $x$: this is the dipole approximation, which leaves out magnetic forces and field gradients. I write $E=-dA/dt$, with $A=0$ before the field acts. The force on an electron is $-E$, so
\begin{equation}
\frac{dk_x}{dt}=-E=\frac{dA}{dt},\qquad k_x(t)=k_x(0)+A(t).
\label{shift}
\end{equation}
Every electron is displaced by the same amount. This requires a pulse short compared with the momentum relaxation time $\tau$. For its frequency to be well defined the pulse must also last many periods, so $\omega\tau\gg1$. In a longer pulse most electrons have been scattered since the field came on, and their displacements differ. The mixing product at $2\omega_1-\omega_2$ survives this if also $|\omega_1-\omega_2|\tau\gg1$; the Kerr response of a single beam does not, as shown below.

\section{The parabolic band is linear}

Let $N$ electrons of mass $m$ in a volume $V$ interact through any pair potential $U$:
\begin{equation}
H=\sum_i\frac{(\mathbf p_i+A\hat{\mathbf x})^2}{2m}
+\frac12\sum_{i\ne j}U(\mathbf r_i-\mathbf r_j).
\end{equation}
A common translation of all particles leaves $H$ unchanged, so the total canonical momentum $\sum_i\mathbf p_i$ is conserved. The velocity of particle $i$ is $(p_{ix}+A)/m$. With $n=N/V$ the current density is
\begin{equation}
J(t)=-\frac1V\sum_i\frac{\langle p_{ix}\rangle+A}{m}
=J(0)-\frac{n}{m}A(t).
\label{parabolic}
\end{equation}
The first part is constant and the second is linear in $A$, hence in $E$. No expansion was made, so this holds at any field strength, for any initial distribution and with interactions. Collisions between electrons redistribute momentum but cannot change its sum, and in a parabolic band the sum fixes the current. In any other band the current depends on how the momentum is shared out.

The result has conditions. The number of carriers must stay fixed, and scattering by impurities or phonons must not spoil linearity. A constant friction rate $\gamma$ gives $\dot p=-E-\gamma p$, still a linear equation. A rate that depends on momentum does not. In scaled units, numerical integration of $\dot p=-\cos t-0.3\,(1+0.5p^2)\,p$ to its steady state gives a third harmonic of about 1\% of the fundamental. Parabolic carriers can thus be nonlinear through their scattering, but not through their free motion.

\section{The cubic current of a general band}

Now let the band energy be $\varepsilon(\mathbf k)$, with velocity $\partial_x\varepsilon$, and treat the electrons as independent. Equation (\ref{shift}) gives $J(A)=-n\langle\partial_x\varepsilon(\mathbf k+A\hat{\mathbf x})\rangle$, where the average runs over the initial distribution. Taylor's theorem yields
\begin{equation}
J=-n\Big[\langle\partial_x\varepsilon\rangle+A\langle\partial_x^2\varepsilon\rangle
+\frac{A^2}{2}\langle\partial_x^3\varepsilon\rangle
+\frac{A^3}{6}\langle\partial_x^4\varepsilon\rangle+\dots\Big].
\end{equation}
If band and distribution are even in $\mathbf k$, odd derivatives average to zero. The second derivative is the mean inverse mass. The cubic current is set by the fourth derivative, which vanishes for a parabola.

To obtain a susceptibility, write $E(t)=\sum_\omega E_\omega e^{-i\omega t}$ over positive and negative frequencies and define
\begin{equation}
P^{(3)}(t)=\varepsilon_0\!\!\sum_{\omega_1\omega_2\omega_3}\!\!
\chi^{(3)}E_{\omega_1}E_{\omega_2}E_{\omega_3}e^{-i\omega_st},
\quad \omega_s=\omega_1+\omega_2+\omega_3 .
\end{equation}
From $E=-dA/dt$ follows $A_\omega=E_\omega/(i\omega)$, and from $J=dP/dt$ follows $P_{\omega_s}=iJ_{\omega_s}/\omega_s$. Since $1/i^3=i$, a current $J^{(3)}=\kappa A^3$ gives
\begin{equation}
\varepsilon_0\chi^{(3)}=\frac{i}{\omega_s}\,\kappa\,\frac{i}{\omega_1\omega_2\omega_3}
\quad\Rightarrow\quad
\chi^{(3)}=-\frac{4\pi\kappa}{\omega_1\omega_2\omega_3\omega_s}.
\label{chi}
\end{equation}
Here $\kappa=-n\langle\partial_x^4\varepsilon\rangle/6$. Three powers of $1/\omega$ come from the three displacements and the fourth from integrating current into polarization. Slow fields displace the electrons further, which is why carrier nonlinearities favour the infrared.

\section{The Kane band}

In a narrow-gap semiconductor the conduction band is bent by its repulsion from the valence band. The simplest model couples two levels, $E_g$ apart, by an energy $ck$:
\begin{equation}
h=\begin{pmatrix}E_g/2&ck\\ ck&-E_g/2\end{pmatrix},\qquad
W=\sqrt{E_g^2/4+c^2k^2},
\end{equation}
where $W$ is the upper eigenvalue. Near $k=0$, $W\approx E_g/2+c^2k^2/E_g$. Equating the last term to $k^2/2m$ gives $c^2=E_g/2m$. Measured from the band edge,
\begin{equation}
\varepsilon=\frac{E_g}{2}\big[\sqrt{1+u}-1\big],\qquad u=\frac{2k^2}{mE_g}.
\end{equation}
With $\sqrt{1+u}=1+u/2-u^2/8+\dots$ this is
\begin{equation}
\varepsilon=\frac{k^2}{2m}-\frac{k^4}{4m^2E_g}+\dots
\end{equation}
At $k=0$ only the quartic term survives four derivatives, and $\partial_x^4k^4=24$. Hence $\partial_x^4\varepsilon=-6/(m^2E_g)$ and $\kappa=n/(m^2E_g)$ for carriers near the band edge.

\subsection{Averaging over the Fermi sphere}

At finite density the derivative must be averaged over the occupied states. For an isotropic band, the angular average of $\partial_i\partial_j\partial_k\partial_l\varepsilon$ is symmetric and rotationally invariant, so it equals $a(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Its $xxxx$ element is $3a$. Setting $i=j$, $k=l$ and summing gives $\nabla^4\varepsilon=(9+3+3)a=15a$. The average of $\partial_x^4\varepsilon$ is therefore $\nabla^4\varepsilon/5$.

Let $D=E_g/2$. Then $W'=c^2k/W$ and $W'^2=c^2-c^2D^2/W^2$. Also $W''=c^2/W-c^4k^2/W^3$, so
\begin{equation}
\nabla^2W=W''+\frac{2W'}{k}=\frac{3c^2}{W}-\frac{c^2(W^2-D^2)}{W^3}
=\frac{2c^2}{W}+\frac{c^2D^2}{W^3}.
\end{equation}
For a power of $W$,
\begin{align}
\nabla^2W^p&=pW^{p-1}\nabla^2W+p(p-1)W^{p-2}W'^2\nonumber\\
&=c^2\big[p(p+1)W^{p-2}-p(p-2)D^2W^{p-4}\big].
\end{align}
Using $p=-1$ and $p=-3$ for the two terms of $\nabla^2W$,
\begin{align}
\nabla^4W&=2c^4\Big[-\frac{3D^2}{W^5}\Big]
+c^4D^2\Big[\frac{6}{W^5}-\frac{15D^2}{W^7}\Big]
=-\frac{15c^4D^4}{W^7}.
\end{align}
Since $W=D\sqrt{1+u}$ and $c^2=D/m$,
\begin{equation}
\tfrac15\nabla^4\varepsilon=-\frac{3c^4}{D^3}(1+u)^{-7/2}
=-\frac{6}{m^2E_g}(1+u)^{-7/2}.
\end{equation}
The nonlinearity is strongest at the band edge and fades as the band straightens.

At zero temperature the states fill a sphere of radius $k_F=(3\pi^2n)^{1/3}$. Put $k=k_Fs$ and $x=2k_F^2/(mE_g)$. The band-edge value is then multiplied by
\begin{equation}
F=3\int_0^1\!\frac{s^2\,ds}{(1+xs^2)^{7/2}}
=\frac{1+2x/5}{(1+x)^{5/2}} .
\end{equation}
To see this, differentiate $s^3(1+2y/5)(1+y)^{-5/2}$ with $y=xs^2$. The result is $s^2(1+y)^{-7/2}$ times
\begin{equation}
3(1+y)\big(1+\tfrac{2y}{5}\big)+\tfrac{4y}{5}(1+y)
-5y\big(1+\tfrac{2y}{5}\big)=3,
\end{equation}
because the terms in $y$ and $y^2$ cancel. With $\kappa=nF/(m^2E_g)$, equation (\ref{chi}) becomes the Wolff-Pearson result,
\begin{equation}
\boxed{\chi^{(3)}=-\frac{4\pi nF}{m^2E_g\,\omega_1\omega_2\omega_3\omega_s}} .
\label{WP}
\end{equation}

\subsection{Sign and density dependence}

For mixing at $2\omega_1-\omega_2>0$ one input frequency is $-\omega_2$, so $\chi^{(3)}$ is positive. For the third harmonic all frequencies are positive, and $\chi^{(3)}=-4\pi nF/(3m^2E_g\omega^4)$. The positive sign in the first case has a simple meaning. The linear carrier polarization opposes the field. A strong field drives electrons to where the band is flatter than a parabola; they become heavier, oppose the field less, and the dielectric function rises.

The density enters through
\begin{equation}
nF=\frac1{\pi^2}\int_0^{k_F}\frac{k^2\,dk}{(1+u)^{7/2}} .
\end{equation}
The integrand is positive, so doping raises $nF$ steadily. For large $x$, $F\to\frac25x^{-3/2}$. With $k_*=\sqrt{mE_g/2}$, so that $x=k_F^2/k_*^2$, the limit is
\begin{equation}
nF\to\frac{k_F^3}{3\pi^2}\,\frac25\,\frac{k_*^3}{k_F^3}=\frac{2k_*^3}{15\pi^2}.
\end{equation}
Electrons added far up the nearly straight part of the band contribute little.

\section{Why the effect is large}

The energy $W$ has the form $\sqrt{(Mc^2)^2+c^2p^2}$ of a relativistic particle, with $E_g$ in place of twice the rest energy. A free electron in vacuum also has a quartic kinetic term, but its ``gap'' is $2m_ec^2$, with $c$ now the speed of light. The ratio of the two quartic terms is
\begin{equation}
\frac{6/(m^2E_g)}{6/(m_e^2\,2m_ec^2)}
=\Big(\frac{m_e}{m}\Big)^2\frac{2m_ec^2}{E_g}.
\end{equation}
Take round values of the size found in InSb, $m=0.015\,m_e$ and $E_g=0.2$ eV. The mass factor is 4444 and the gap factor $5.11\times10^6$, together $2.3\times10^{10}$. A narrow gap therefore acts twice: it makes the band bend at low energy, and through the same interband coupling it makes the carriers light and easily driven. The comparison concerns the kinetic terms alone, since magnetic forces were left out.

\section{Numbers for the Kane model}

Add a density $n=10^{-8}$ \AA$^{-3}$ and a photon energy of 0.05 eV. Then $k_F=0.00667$ \AA$^{-1}$ and $k_F^2/2m=0.01128$ eV, so
\begin{equation}
x=\frac{4\times0.01128}{0.2}=0.226,\qquad
F=\frac{1+0.4\times0.2257}{1.2257^{5/2}}=0.656 .
\end{equation}
Here $F$ is evaluated with one more digit, $x=0.2257$. Even this modest filling, with a Fermi energy of 0.0107 eV, removes a third of the band-edge response. That energy corresponds to 124 K, so the numbers here are for a crystal far colder than this; at fixed density, warming spreads the electrons up the band and lowers $F$ further, to about 0.49 at 77 K. With constants restored and $\mu=m/m_e$, equation (\ref{WP}) for frequencies $(\omega,\omega,-\omega)$ reads
\begin{equation}
\chi^{(3)}=e^2\,\frac{e^2}{\varepsilon_0}\Big(\frac{\hbar^2}{m_e}\Big)^2
\frac{nF}{\mu^2E_g(\hbar\omega)^4}.
\end{equation}
With $e^2/\varepsilon_0$ in eV\,\AA\ and $\hbar^2/m_e$ in eV\,\AA$^2$, the factors after the leading $e^2$ have the unit \AA$^2$/eV$^2$, and the leading $e^2$ turns this into \AA$^2$/V$^2$. For $F=1$ it gives $3.74\times10^5$; multiplying by 0.656 gives $2.45\times10^5$ \AA$^2$/V$^2$, or $2.45\times10^{-15}$ m$^2$/V$^2$. The third-harmonic value is $-1/3$ of this, $-8.2\times10^4$ \AA$^2$/V$^2$.

For two beams of 0.05 and 0.0375 eV the mixed photon has $2\times0.05-0.0375=0.0625$ eV. In equation (\ref{WP}) only the frequency denominator changes:
\begin{equation}
2.45\times10^5\times\frac{0.05^2}{0.0375\times0.0625}
=2.61\times10^5\ \text{\AA}^2/\text{V}^2 .
\end{equation}

A field $E_0\cos\omega t$ has components $E_0/2$, and $(\omega,\omega,-\omega)$ has three orderings. The cubic polarization at $\omega$ therefore has amplitude $2\cdot3\,\varepsilon_0\chi^{(3)}(E_0/2)^3=\frac34\varepsilon_0\chi^{(3)}E_0^3$. At $E_0=10^{-4}$ V/\AA\ the relative dielectric function changes by $0.75\times2.45\times10^5\times10^{-8}=0.0018$. Here $E_0$ is the field inside the crystal.

This Kerr value is for a pulse short compared with $\tau$. Suppose instead that the beam is steady and each collision returns an electron to the equilibrium distribution. An electron last scattered at time $t'$ is then displaced by $A(t)-A(t')$. For $\omega\tau\gg1$ all phases of $A(t')$ are equally likely, and the average of the cube is $A^3+3A\langle A^2\rangle$. With $A=a\cos\omega t$ its component at $\omega$ is $(\frac34+\frac32)a^3$, three times that of $A^3$ alone, while the third harmonic is unchanged. The Kerr response to a long pulse thus depends on how the carriers relax.

The expansion needs $A\ll k_*=0.0140$ \AA$^{-1}$, that is, a field well below $0.05\times0.0140=7.0\times10^{-4}$ V/\AA. Near that scale the distortion is plain. For $A=-\frac12k_*(\sin\omega_1t+\sin\omega_2t)$, numerical quadrature over the displaced Fermi sphere gives a current at $2\omega_1-\omega_2$ that is 5\% of the current at $\omega_1$. This figure is for the collisionless model. At such a drive the electrons reach about 0.08 eV, well above the optical phonon energy of InSb (about 0.024 eV), and phonon emission would shorten $\tau$.

As for density, $nF=6.6\times10^{-9}$ \AA$^{-3}$, while its limiting value is $3.7\times10^{-8}$ \AA$^{-3}$. More doping could raise $\chi^{(3)}$ by a factor below six. With a background dielectric constant near 16, as in InSb, the plasma edge reaches these photon energies between $5\times10^{17}$ and $10^{18}$ cm$^{-3}$, where the gain is about five; beyond that the beams no longer propagate.

\section{When the band picture is too slow}

So far each electron stayed in its band. Since the bending of the band comes from interband coupling, this must fail as $\omega$ approaches $E_g$. The band edge shows how. There the Hamiltonian is $\frac12E_g\sigma_z+cA\sigma_x$ and the velocity is $c\sigma_x$. The averages $(X,Y,Z)$ of the Pauli matrices obey
\begin{equation}
\dot X=-E_gY,\qquad \dot Y=E_gX-2cAZ,\qquad \dot Z=2cAY .
\end{equation}
Differentiating the first equation and inserting the second,
\begin{equation}
\ddot X+E_g^2X=2cE_gAZ .
\label{osc}
\end{equation}
Start in the upper level, $Z=1$, and switch the field on slowly, so that no free oscillation at $E_g$ is excited. Once the field is steady, let $A=a\cos\omega t$ and $r=\omega/E_g$. To first order
\begin{equation}
X=X_1\cos\omega t,\quad Y=-\dot X/E_g=rX_1\sin\omega t,\quad
X_1=\frac{2ca/E_g}{1-r^2}.
\end{equation}
The vector keeps unit length, so $Z=1-\frac12(X^2+Y^2)$ to second order. The cubic source in (\ref{osc}) is
\begin{align}
&-cE_gaX_1^2(\cos^3\omega t+r^2\sin^2\omega t\cos\omega t)\nonumber\\
&\quad=-\tfrac14cE_gaX_1^2\big[(3+r^2)\cos\omega t+(1-r^2)\cos3\omega t\big].
\end{align}
Dividing by $E_g^2(1-r^2)$ and $E_g^2(1-9r^2)$ gives the cubic part of $X$, and multiplying by $c$ gives the cubic velocities. Relative to their values at $r\to0$ they are multiplied by
\begin{equation}
R_\omega=\frac{1+r^2/3}{(1-r^2)^3},\qquad
R_{3\omega}=\frac{1}{(1-r^2)(1-9r^2)} .
\end{equation}
At $r\to0$ the velocity amplitude at $\omega$ is $-\frac38c(2ca/E_g)^3=-3c^4a^3/E_g^3=-\frac34a^3/(m^2E_g)$, just what the band formula gives. Nonparabolicity is thus the slow limit of virtual interband motion.

The upper level alone represents the added carrier. Two filled levels carry no current, because $\sigma_x$ has zero trace. Filling the upper level removes the valence response at that $\mathbf k$, which is minus the upper one. The response of the undoped crystal is a separate contribution, not included here.

At $r=0.25$, $R_\omega=1.24$ and $R_{3\omega}=2.44$; at $r=0.4$, $R_\omega=1.78$. For the whole Fermi sphere I take the Dirac form of the two-band model. The gap and the components of $c\mathbf k$ then multiply anticommuting matrices, so that for each $\mathbf k$ the gap and transverse momentum merge into one effective gap. Solving the two-level equations order by order on a quadrature grid gives factors of 1.18 and 2.01 for 0.05 eV photons. The two-band Kerr value thus exceeds the band-formula value above by 18\% of the latter, and the two-band third harmonic is twice the band-formula value. The mixing value for the 0.05 and 0.0375 eV beams is raised likewise, by a factor 1.19. Heavy holes are missing from this model and would alter these factors at finite $k$.

The band-edge expression $R_\omega$ passes smoothly through $2\omega=E_g$. At $k=0$ the coupling $\sigma_x$ switches levels, so acting twice it returns the electron to its own level. At finite $k_x$ it also has elements within each level, and two-photon transitions become allowed. Equation (\ref{WP}) thus needs $\omega$, $2\omega$ and, for the harmonic, $3\omega$ to lie well below the interband threshold.

\section{Doped graphene}

Graphene has $\varepsilon=v|\mathbf k|$, with four spin and valley states per $\mathbf k$. Along a line through the Dirac point the speed is constant. At fixed $k_y\neq0$, however, the energy $v\sqrt{k_x^2+k_y^2}$ is a Kane band in $k_x$ with gap $2v|k_y|$. Transverse momentum supplies the curvature.

The derivatives of $|\mathbf k|$ are singular at the origin, so it is safer to compute the current of the displaced disk directly, at zero temperature. Measured from the Dirac point, its edge for $A<k_F$ is
\begin{equation}
R(\theta)=A\cos\theta+\sqrt{k_F^2-A^2\sin^2\theta}.
\end{equation}
The velocity is $v\cos\theta$, and the state density is $4/(2\pi)^2=1/\pi^2$. Hence
\begin{equation}
J=-\frac{v}{\pi^2}\int_0^{2\pi}\!\cos\theta\,\frac{R^2}{2}\,d\theta
=-\frac{vA}{\pi^2}\int_0^{2\pi}\!\cos^2\theta\sqrt{k_F^2-A^2\sin^2\theta}\,d\theta .
\end{equation}
The other part of $R^2$, $k_F^2+A^2\cos2\theta$, integrates to zero against $\cos\theta$. Expanding the root as $k_F-A^2\sin^2\theta/2k_F$, with $\int\cos^2\theta\,d\theta=\pi$ and $\int\cos^2\theta\sin^2\theta\,d\theta=\pi/4$,
\begin{equation}
J=-\frac{vk_F}{\pi}A+\frac{v}{8\pi k_F}A^3+\dots
\end{equation}
So $\kappa=v/(8\pi k_F)$, and (\ref{chi}) gives the sheet susceptibility
\begin{equation}
\boxed{\chi^{(3)}_{\rm sheet}=-\frac{v}{2k_F\,\omega_1\omega_2\omega_3\omega_s}} .
\end{equation}

Electrons driven through the Dirac point meet a vanishing gap, where no field is slow. This does no harm. Inside the disk both bands are filled, and their currents cancel whatever transitions occur. The current comes from valence states outside the disk, which stay away from the Dirac point while $A\ll k_F$. A full valence band carries no current in the slow limit, so these outer states give the same current as the upper-band disk.

Since $k_F=\sqrt{\pi n}$, the response falls as $n^{-1/2}$, whereas in the Kane band it rises and saturates. Dimensions explain most of the contrast: for a linear band in $d$ dimensions, the cubic coefficient $\kappa$ of the displaced sea has the dimensions of $\int d^dk\,\partial_x^4(vk)$, that is of $vk_F^{d-3}$. At $d=3$ this power alone would still allow a logarithm in $k_F$, but the angular average of $\partial_x^4k$ vanishes in three dimensions, so the Kane response saturates. The apparent divergence at zero doping lies outside the theory, which needs $A\ll k_F$ and $\omega\ll E_F$.

For $\hbar v=6$ eV\,\AA\ and $E_F=0.2$ eV, $k_F=0.2/6=0.0333$ \AA$^{-1}$. At 0.05 eV and frequencies $(\omega,\omega,-\omega)$, $\chi^{(3)}_{\rm sheet}=2.07\times10^8$ \AA$^3$/V$^2$, or $2.07\times10^{-22}$ m$^3$/V$^2$. The extra length appears because the polarization is per area. Thermal smearing at fixed chemical potential raises this value by less than 1\% at 77 K and by several percent at 300 K. Like the Kane value, this is for a pulse short compared with $\tau$; in a steady beam with $\omega\tau\gg1$ and the same simple relaxation, the Kerr response is again three times larger. A period at 0.05 eV lasts 83 fs, so the short-pulse value needs a sheet in which $\tau$ is many times that. The field must stay well below $0.05\times0.0333=1.7\times10^{-3}$ V/\AA. Solving the two-band equations for the outer valence states multiplies the Kerr response by 1.06 and the third harmonic by 1.18. These corrections are smaller than in the Kane example, where the photon energy is a larger fraction of the lowest interband energy: $0.05/0.2$ there, against $0.05/0.4$ here.
